# Length, Velocity and Mixed Forms of C6 with Nonlocal Pseudopotentials: a numerical check

```python
"""
Result under test (Hartree atomic units):
  C6 = (3/2) sum_nm f_n f_m / [w_n w_m (w_n + w_m)]
has equal length, velocity and mixed forms for a local potential. A nonlocal
potential V requires the velocity v = P + i[V,R], and changes the sum rule to
  sum_n f_n = N + (1/3) sum_a <0|[X_a,[V,X_a]]|0>.
Symbols: w_n excitation energy, f_n oscillator strength, N electron number,
R and P total position and momentum. For one s electron with radial function
u0 and p states un (both normalized in dr):
  I = <un|r|u0>, D = <un|u0' - u0/r>, G = radial element of [V,r],
and the claimed operator identity reads w I = -D + G.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln

DECAY = 1.2          # exponent of the Laguerre functions, 1/bohr
SIZE = 45            # radial functions per angular momentum
R_MAX = 130.0        # end of the quadrature interval, bohr
nodes, node_weights = np.polynomial.legendre.leggauss(800)
r = 0.5 * R_MAX * (nodes + 1.0)
w = 0.5 * R_MAX * node_weights


def radial_basis(l, size):
    """Orthonormal Laguerre functions and their derivatives on the grid."""
    x = 2.0 * DECAY * r
    values, slopes = [], []
    for k in range(size):
        norm = np.exp(0.5 * (np.log(2.0 * DECAY) + gammaln(k + 1)
                             - gammaln(k + 2 * l + 3)))
        poly = eval_genlaguerre(k, 2 * l + 2, x)
        dpoly = -eval_genlaguerre(k - 1, 2 * l + 3, x) if k > 0 else 0.0 * x
        envelope = norm * np.exp(-0.5 * x)
        values.append(envelope * x**(l + 1) * poly)
        slopes.append(2.0 * DECAY * envelope * (
            ((l + 1) * x**l - 0.5 * x**(l + 1)) * poly + x**(l + 1) * dpoly))
    return np.array(values), np.array(slopes)


def hamiltonian(l, basis, slopes, local, kernel):
    """kernel maps grid values of u to grid values of V_NL u."""
    diagonal = local + 0.5 * l * (l + 1) / r**2
    h = 0.5 * (slopes * w) @ slopes.T + (basis * (w * diagonal)) @ basis.T
    h += (basis * w) @ (kernel @ basis.T)
    return 0.5 * (h + h.T)


def solve_atom(local, kernel_s, kernel_p, size=SIZE):
    """Ground s state, all s->p transitions, and every form of f_n."""
    bs, ds = radial_basis(0, size)
    bp, dp = radial_basis(1, size)
    assert np.allclose((bs * w) @ bs.T, np.eye(size), atol=1e-8)
    assert np.allclose((bp * w) @ bp.T, np.eye(size), atol=1e-8)
    es, cs = eigh(hamiltonian(0, bs, ds, local, kernel_s))
    hp = hamiltonian(1, bp, dp, local, kernel_p)
    ep, cp = eigh(hp)
    u0, slope0 = cs[:, 0] @ bs, cs[:, 0] @ ds
    un = cp.T @ bp
    omega = ep - es[0]
    assert omega[0] > 0.0
    length = un @ (w * r * u0)
    sign = np.where(length < 0.0, -1.0, 1.0)
    gradient = sign * (un @ (w * (slope0 - u0 / r)))
    commutator = sign * (un @ (w * (kernel_p @ (r * u0)
                                    - r * (kernel_s @ u0))))
    length = sign * length
    full = commutator - gradient
    strengths = {
        "length": 2 / 3 * omega * length**2,
        "velocity": 2 / 3 * full**2 / omega,
        "mixed": 2 / 3 * full * length,
        "bare velocity": 2 / 3 * gradient**2 / omega,
        "bare mixed": -2 / 3 * gradient * length}
    return dict(e0=es[0], u0=u0, omega=omega, I=length, D=gradient,
                G=commutator, f=strengths,
                shifted=hp - es[0] * np.eye(size), source=bp @ (w * r * u0))


def c6(atom, form_a, form_b):
    om = atom["omega"]
    ga, gb = atom["f"][form_a] / om, atom["f"][form_b] / om
    return 1.5 * np.sum(np.outer(ga, gb) / np.add.outer(om, om))


def alpha_response(atom, u):
    """Polarizability at imaginary frequency from a linear equation."""
    matrix = atom["shifted"] + 1j * u * np.eye(len(atom["source"]))
    return 2 / 3 * (atom["source"] @ np.linalg.solve(
        matrix, atom["source"].astype(complex))).real


def coupled_atoms(atom, distance):
    """-E R^6 from diagonalizing two atoms with dipole-dipole coupling.

    Kept: the ground pair and all pairs of p excitations along one axis."""
    dipole = atom["I"] / np.sqrt(3.0)    # one Cartesian component
    energy = np.add.outer(atom["omega"], atom["omega"]).ravel()
    coupling = np.outer(dipole, dipole).ravel() / distance**3
    pair = np.diag(np.concatenate([[0.0], np.tile(energy, 3)]))
    pair[0, 1:] = np.concatenate([c * coupling for c in (1.0, 1.0, -2.0)])
    pair[1:, 0] = pair[0, 1:]
    return -np.linalg.eigvalsh(pair)[0] * distance**6


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# ---- model atoms ----
HEIGHT, RANGE = 2.0, 1.5
coulomb = -1.0 / r
core = HEIGHT * np.exp(-(r / RANGE)**2)
none = np.zeros((r.size, r.size))
hydrogen = solve_atom(coulomb, none, none)
control = solve_atom(coulomb + core, none, none)
model = solve_atom(coulomb, np.diag(core), none)

# ---- local potentials: all forms agree ----
assert close(alpha_response(hydrogen, 0.0), 4.5, 1e-7)
for atom in (hydrogen, control):
    reference = c6(atom, "length", "length")
    for a, b in (("bare velocity", "bare velocity"),
                 ("bare mixed", "bare mixed"), ("length", "bare velocity")):
        assert close(c6(atom, a, b), reference, 1e-5)
    for form in ("length", "bare velocity", "bare mixed"):
        assert close(atom["f"][form].sum(), 1.0, 1e-4)

# ---- nonlocal potential: the commutator restores agreement ----
low = model["omega"] < 2.0
assert np.allclose((model["omega"] * model["I"])[low],
                   (model["G"] - model["D"])[low], atol=1e-5)
c6_model = c6(model, "length", "length")
for form in ("velocity", "mixed"):
    assert close(c6(model, form, form), c6_model, 1e-5)
for form in ("bare velocity", "bare mixed"):
    assert abs(c6(model, form, form) / c6_model - 1.0) > 0.01
shift_model = -2 / 3 * np.sum(w * r**2 * core * model["u0"]**2)
sum_model = model["f"]["length"].sum()
assert abs(shift_model) > 0.01
assert close(sum_model, 1.0 + shift_model, 1e-5)
assert close(model["f"]["velocity"].sum(), sum_model, 1e-4)
assert close(model["f"]["bare mixed"].sum(), 1.0, 1e-5)
U_HIGH = 200.0
tail = U_HIGH**2 * alpha_response(model, U_HIGH)
assert close(tail, sum_model, 1e-3)   # remainder falls as 1/u^2

# ---- semilocal potential acting differently on s and p ----
v_p = 0.5 * np.exp(-(r / RANGE)**2)
both = solve_atom(coulomb, np.diag(core), np.diag(v_p))
sum_both = both["f"]["length"].sum()
rule_both = 1.0 + 2 / 3 * np.sum(w * r**2 * (v_p - core) * both["u0"]**2)
assert close(sum_both, rule_both, 1e-5)
assert close(c6(both, "velocity", "velocity"),
             c6(both, "length", "length"), 1e-5)

# ---- separable s projector ----
STRENGTH = 1.0
chi = r * np.exp(-0.5 * r**2)
chi /= np.sqrt(np.sum(w * chi**2))
separable = solve_atom(coulomb, STRENGTH * np.outer(chi, w * chi), none)
sum_sep = separable["f"]["length"].sum()
rule_sep = 1.0 - 2 / 3 * STRENGTH * (
    np.sum(w * separable["u0"] * r**2 * chi)
    * np.sum(w * chi * separable["u0"]))
assert close(sum_sep, rule_sep, 1e-5)
assert close(c6(separable, "velocity", "velocity"),
             c6(separable, "length", "length"), 1e-5)

# ---- C6 from the imaginary-frequency integral ----
t, wt = np.polynomial.legendre.leggauss(60)
t, wt = 0.5 * (t + 1.0), 0.5 * wt
u_grid, du = 0.3 * t / (1.0 - t), 0.3 * wt / (1.0 - t)**2
c6_integral = 3 / np.pi * sum(
    d * alpha_response(model, u)**2 for u, d in zip(u_grid, du))
assert close(c6_integral, c6_model, 1e-6)

# ---- C6 from diagonalizing two dipole-coupled atoms, small basis ----
small = solve_atom(coulomb, np.diag(core), none, size=12)
c6_small = c6(small, "length", "length")
DISTANCE = 60.0      # far enough for the 1/R^12 energy to be negligible
c6_pair = coupled_atoms(small, DISTANCE)
assert close(c6_pair, c6_small, 1e-4)
# nearer in, the relative deviation must fall as 1/R^6
deviation_20 = 1.0 - coupled_atoms(small, 20.0) / c6_small
deviation_30 = 1.0 - coupled_atoms(small, 30.0) / c6_small
assert close(deviation_20 / deviation_30, 1.5**6, 0.05)

# ---- two interacting electrons in one dimension, nonlocal potential ----
STEP, POINTS, STRENGTH_1D = 0.5, 33, 0.2
index = np.arange(POINTS)
x = STEP * (index - POINTS // 2)
gap = index[:, None] - index[None, :]
kinetic = np.where(gap == 0, np.pi**2 / 6.0,
                   (-1.0)**gap / np.where(gap == 0, 1, gap)**2) / STEP**2
projector = np.exp(-0.5 * x**2)
projector /= np.linalg.norm(projector)
nonlocal_1d = STRENGTH_1D * np.outer(projector, projector)
one_body = kinetic + np.diag(-2.0 / np.sqrt(x**2 + 1.0)) + nonlocal_1d
unit = np.eye(POINTS)
repulsion = 1.0 / np.sqrt((x[:, None] - x[None, :])**2 + 1.0)
h_two = (np.kron(one_body, unit) + np.kron(unit, one_body)
         + np.diag(repulsion.ravel()))
e_two, c_two = np.linalg.eigh(h_two)
x_total = np.add.outer(x, x).ravel()
moments = c_two.T @ (x_total * c_two[:, 0])
sum_two = 2.0 * np.sum((e_two - e_two[0]) * moments**2)
psi = c_two[:, 0].reshape(POINTS, POINTS)
assert np.allclose(psi, psi.T, atol=1e-8)   # spin singlet
density_matrix = 2.0 * psi @ psi.T
shift_two = -np.sum(density_matrix * (x[:, None] - x[None, :])**2
                    * nonlocal_1d)
assert abs(shift_two) > 0.01
assert close(sum_two, 2.0 + shift_two, 1e-4)

# ---- printed results ----
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
print("MODEL: -1/r plus Gaussian repulsion on s waves only")
print(f"repulsion height = {HEIGHT:.1f} hartree")
print(f"repulsion range = {RANGE:.1f} bohr")
print(f"ground energy E0 = {model['e0']:.6f} hartree")
print(f"first excitation w1 = {model['omega'][0]:.6f} hartree")
print(f"first transition I = {model['I'][0]:.6f} bohr")
print(f"first transition D = {model['D'][0]:.6f} 1/bohr")
print(f"first transition G = {model['G'][0]:.6f} hartree bohr")
print(f"w1*I = {model['omega'][0] * model['I'][0]:.6f} a.u.")
print(f"-D+G = {model['G'][0] - model['D'][0]:.6f} a.u.")
for name, f in model["f"].items():
    print(f"f1, {name} = {f[0]:.6f}")
print(f"commutator shift of sum rule = {shift_model:.6f}")
for name, f in model["f"].items():
    print(f"sum of f, {name} = {f.sum():.6f}")
print(f"u^2 alpha(iu) at u = {U_HIGH:.0f} hartree: {tail:.5f}")
print(f"static polarizability = {alpha_response(model, 0.0):.4f} bohr^3")
for name in model["f"]:
    value = c6(model, name, name)
    print(f"C6, {name} = {value:.3f} hartree bohr^6 "
          f"({100 * (value / c6_model - 1):+.2f} %)")
print(f"C6, frequency integral = {c6_integral:.3f} hartree bohr^6")
print(f"C6, length = {c6_model * hartree_ev * bohr_angstrom**6:.3f}"
      " eV angstrom^6")
print("CONTROL: same repulsion on all waves (local)")
print(f"control E0 = {control['e0']:.6f} hartree")
for name in ("length", "bare velocity", "bare mixed"):
    print(f"control C6, {name} = {c6(control, name, name):.3f}"
          " hartree bohr^6")
print(f"control sum of f, length = {control['f']['length'].sum():.6f}")
print("HYDROGEN")
for name in ("length", "bare velocity", "bare mixed"):
    print(f"hydrogen C6, {name} = {c6(hydrogen, name, name):.6f}"
          " hartree bohr^6")
print("OTHER TESTS")
print(f"s and p semilocal: sum of f = {sum_both:.6f}, rule {rule_both:.6f}")
print(f"separable: sum of f = {sum_sep:.6f}, rule {rule_sep:.6f}")
print(f"two electrons, 1D: sum = {sum_two:.6f}, rule {2 + shift_two:.6f}")
print(f"coupled atoms at {DISTANCE:.0f} bohr, 12 functions: "
      f"C6 = {c6_pair:.2f} hartree bohr^6")
print(f"sum over states, same basis: C6 = {c6_small:.2f} hartree bohr^6")
print(f"relative deviation at 20 bohr = {deviation_20:.3e}")
print(f"relative deviation at 30 bohr = {deviation_30:.3e}")
print("every check passed")
```

Printed output:

```
MODEL: -1/r plus Gaussian repulsion on s waves only
repulsion height = 2.0 hartree
repulsion range = 1.5 bohr
ground energy E0 = -0.157114 hartree
first excitation w1 = 0.032114 hartree
first transition I = 4.880765 bohr
first transition D = -0.247931 1/bohr
first transition G = -0.091188 hartree bohr
w1*I = 0.156743 a.u.
-D+G = 0.156743 a.u.
f1, length = 0.510016
f1, velocity = 0.510016
f1, mixed = 0.510016
f1, bare velocity = 1.276058
f1, bare mixed = 0.806728
commutator shift of sum rule = -0.116922
sum of f, length = 0.883078
sum of f, velocity = 0.883078
sum of f, mixed = 0.883078
sum of f, bare velocity = 1.378996
sum of f, bare mixed = 1.000000
u^2 alpha(iu) at u = 200 hartree: 0.88308
static polarizability = 509.6480 bohr^3
C6, length = 6487.231 hartree bohr^6 (+0.00 %)
C6, velocity = 6487.231 hartree bohr^6 (+0.00 %)
C6, mixed = 6487.231 hartree bohr^6 (+0.00 %)
C6, bare velocity = 37318.191 hartree bohr^6 (+475.26 %)
C6, bare mixed = 15248.335 hartree bohr^6 (+135.05 %)
C6, frequency integral = 6487.231 hartree bohr^6
C6, length = 3876.295 eV angstrom^6
CONTROL: same repulsion on all waves (local)
control E0 = -0.157114 hartree
control C6, length = 4432.568 hartree bohr^6
control C6, bare velocity = 4432.568 hartree bohr^6
control C6, bare mixed = 4432.568 hartree bohr^6
control sum of f, length = 1.000000
HYDROGEN
hydrogen C6, length = 6.499027 hartree bohr^6
hydrogen C6, bare velocity = 6.499027 hartree bohr^6
hydrogen C6, bare mixed = 6.499027 hartree bohr^6
OTHER TESTS
s and p semilocal: sum of f = 0.912309, rule 0.912309
separable: sum of f = 0.939841, rule 0.939841
two electrons, 1D: sum = 1.526573, rule 1.526574
coupled atoms at 60 bohr, 12 functions: C6 = 6487.17 hartree bohr^6
sum over states, same basis: C6 = 6487.18 hartree bohr^6
relative deviation at 20 bohr = 1.486e-03
relative deviation at 30 bohr = 1.308e-04
every check passed
```
